# A Straight Fowler-Nordheim Plot Does Not Identify the Cathode Barrier

Suppose a leakage calculation for a high-k gate stack must predict what happens when the cathode is replaced by a metal with a 0.1 eV higher injection barrier. If the measured current is direct Fowler-Nordheim injection, the barrier can be read from the slope of a Fowler-Nordheim plot, increased by 0.1 eV, and put back into the current law. If the current passes through traps, the same procedure can be wrong by a factor of several. The decision is whether the plot entitles us to use it.

The belief in question is that a straight line of $\ln(J/F^2)$ against $1/F$, with a slope that gives a reasonable barrier, identifies tunnelling through the triangular barrier at the cathode. Here $J$ is the current density and $F$ the magnitude of the field in the high-k film. The belief is tempting because direct injection does predict such a line, over several decades of current, with a slope fixed by barrier and mass. The inference fails in the other direction: other currents predict nearly the same line.

## What direct injection predicts

Take one film with a uniform field and a conduction-band mass $m$. Energies are written in eV, so that an energy divided by $F$ is a length. Image forces are omitted. At depth $s$ an electron facing a barrier $\phi$ lies $\phi-Fs$ below the band edge. The WKB transmission is $e^{-a}$, with

$$
a=\frac{2\sqrt{2mq}}{\hbar}\int_0^{\phi/F}\sqrt{\phi-Fs}\,ds
=\frac{b\,\phi^{3/2}}{F},\qquad b=\frac{4\sqrt{2mq}}{3\hbar},
$$

because the integral equals $2\phi^{3/2}/(3F)$.

For a cold free-electron cathode, let $\varepsilon$ be the depth below the Fermi level of the energy of motion normal to the interface. The occupied transverse states fill a disc of area $2\pi m_0q\varepsilon/\hbar^2$ in wave-vector space. With two spins, and $v_x\,dk_x=dE_x/\hbar$, the current is

$$
J_{\rm d}=\frac{q^3m_0}{2\pi^2\hbar^3}\int_0^\infty
\varepsilon\,e^{-b(\phi_B+\varepsilon)^{3/2}/F}\,d\varepsilon .
$$

This assumes that the transmission depends on the normal energy alone. The exponential suppresses large $\varepsilon$, so we expand $(\phi_B+\varepsilon)^{3/2}\simeq\phi_B^{3/2}+\tfrac32\phi_B^{1/2}\varepsilon$. The remaining integral is $d^2$, where $d=2F/(3b\sqrt{\phi_B})$. Since $b^2=32mq/(9\hbar^2)$, we have $d^2=\hbar^2F^2/(8mq\phi_B)$, and therefore

$$
J_{\rm d}\simeq A F^2e^{-b\phi_B^{3/2}/F},\qquad
A=\frac{q^2m_0}{8\pi h m\phi_B}.
$$

This is the Fowler-Nordheim law. In this approximation the plot is straight and its slope has magnitude $b\phi_B^{3/2}$.

## The same field dependence from traps

Now place neutral traps of uniform density $N$ at a depth $\phi_t$ below the conduction band. An electron tunnels elastically from the cathode into a trap at distance $x$, then from the trap into the conduction band. Each trap holds at most one extra electron, and both steps have the same constant attempt rate $\nu$.

At the trap's energy, the barrier between cathode and trap is $\phi_t+F(x-s)$. It falls from $w=\phi_t+Fx$ at the cathode to $\phi_t$ at the trap. Integrating its square root gives the capture exponent, and the triangular barrier beyond the trap gives the emission exponent:

$$
a_1=\frac bF\left(w^{3/2}-\phi_t^{3/2}\right),\qquad
a_2=\frac{b\phi_t^{3/2}}F .
$$

The rates are $R_1=\nu e^{-a_1}$ and $R_2=\nu e^{-a_2}$. The trap level lies $\phi_B-w$ above the cathode Fermi level, so the cathode states at that energy have occupation

$$
f(w)=\frac1{1+e^{(\phi_B-w)/kT}} .
$$

Let $n$ be the trap occupation. An electron can leave to the band, or return to an empty cathode state. In the steady state

$$
fR_1(1-n)=n\left[(1-f)R_1+R_2\right].
$$

The terms in $fR_1n$ cancel, which leaves $n=fR_1/(R_1+R_2)$. The flow into the band is $R_2n$. With $dx=dw/F$, summing over traps gives

$$
J_{\rm t}=\frac{qN\nu}{F}\int_{\phi_t}^{FL}
\frac{f(w)\,dw}{e^{a_1}+e^{a_2}},
$$

where $L$ is the film thickness. The upper limit keeps the traps whose electrons reach the conduction band inside the film.

The larger exponent controls the integrand. Capture is faster than emission when $a_1<a_2$, that is, when

$$
w<w_c=2^{2/3}\phi_t .
$$

If $\phi_B$ lies well below $w_c$, the integrand is nearly $e^{-a_2}$ between these two energies. Below $\phi_B$ there are few cathode electrons; above $w_c$ capture becomes slow. Hence

$$
J_{\rm t}\simeq\frac{qN\nu}{F}(w_c-\phi_B)e^{-B_t/F},
\qquad B_t=b\phi_t^{3/2}.
$$

The exponent has the Fowler-Nordheim form, but the barrier in it is the trap depth. The electron does cross a triangular barrier, after leaving the trap. What the plot fails to establish is that this barrier stands at the cathode.

The emission exponent can be checked without WKB in a solvable case, a one-dimensional zero-range well. Choose units with $\hbar=m=1$ and unit inverse decay length at zero field, and let $g$ be the field in these units:

$$
-\tfrac12\psi''-\delta(x)\psi-gx\psi=E\psi .
$$

Put $\zeta=z-(2g)^{1/3}x$ and $z=-2E/(2g)^{2/3}$. The solution is ${\rm Ai}(\zeta)$ on the left and the outgoing wave ${\rm Bi}(\zeta)+i{\rm Ai}(\zeta)$ on the right. The delta function requires $\psi'(0^+)-\psi'(0^-)=-2\psi(0)$. With the Wronskian ${\rm Ai}\,{\rm Bi}'-{\rm Ai}'{\rm Bi}=1/\pi$, this becomes

$$
1=\frac{2\pi}{(2g)^{1/3}}{\rm Ai}(z)\left[{\rm Bi}(z)+i{\rm Ai}(z)\right].
$$

Its complex root gives the width $\Gamma=-2\,{\rm Im}\,E$. For weak fields the leading Airy asymptotics turn the condition into $\sqrt{-2E}\simeq1+\tfrac i2e^{-2/(3g)}$. Squaring gives $\Gamma\simeq e^{-2/(3g)}$: a constant prefactor and the WKB exponent, since $2/(3g)=B_t/F$. For the example below, the numerical root gives a decay slope of 61.6 MV/cm, against 61.8 MV/cm for $B_t$. This supports the exponent and, for this well, a nearly constant prefactor. It does not determine $\nu$ for a real defect. A point well in three dimensions also emits electrons with transverse wave vector $k$, for which the exponent is $2(1+k^2)^{3/2}/(3g)\simeq2/(3g)+k^2/g$. Summing $e^{-k^2/g}$ over the transverse plane gives a factor proportional to $g$. A constant $\nu$ is therefore a simplification; a rate proportional to $F$ is considered below.

## Why the line looks straight

Let $X=1/F$. The emission-limited current gives

$$
y=\ln\frac{J_{\rm t}}{F^2}=C+3\ln X-B_tX,
$$

because $J_{\rm t}/F^2$ carries the prefactor $F^{-3}$. The magnitude of the local slope is

$$
S=-\frac{dy}{dX}=B_t-\frac3X=B_t-3F .
$$

The line is therefore curved, but $3F$ is small beside $B_t$ when the exponent $B_t/F$ is large.

To see what a fit reports, sample $X=X_m(1+rt)$ uniformly in $-1\le t\le1$, where $r$ is the half-width divided by the midpoint $X_m$. Then

$$
\ln(1+rt)=rt-\frac{r^2t^2}{2}+\frac{r^3t^3}{3}-\cdots .
$$

The least-squares linear part of $t^3$ is $3t/5$, the ratio of the averages of $t^4$ and $t^2$ times $t$. The linear part of the logarithm is thus $(r+r^3/5)t$ to this order. Dividing by $rX_m$ converts it to a slope in $X$:

$$
B_{\rm fit}\simeq B_t-\frac3{X_m}\left(1+\frac{r^2}{5}\right).
$$

The leading residual is $-\tfrac32r^2(t^2-\tfrac13)$. The mean square of $t^2-\tfrac13$ is $\tfrac15-\tfrac19=\tfrac4{45}$, so the rms residual in $\ln J$ is

$$
\sigma\simeq\frac{3r^2}{\sqrt{45}} .
$$

Neither trap depth nor trap density appears in this result. The small residual comes from the short interval in $1/F$. The coefficient of determination looks better still, because it compares $\sigma^2$ with the variance of a steep line, about $(B_{\rm fit}rX_m)^2/3$.

## A line that gives the wrong barrier

Take round model parameters: $\phi_B=2.2$ eV, $\phi_t=1.6$ eV, $m=0.2m_0$, $N=10^{18}$ cm$^{-3}$, $\nu=10^{13}$ s$^{-1}$, $L=12$ nm and 300 K. The field runs from 2.5 to 4 MV/cm. In these units $b=30.55$ MV/cm per eV$^{3/2}$, so

$$
B_t=30.55\times1.6^{3/2}=61.8\ {\rm MV/cm},\qquad
w_c=2.54\ {\rm eV}.
$$

Since $w_c$ exceeds $\phi_B$ by 0.34 eV, emission limits the current. The integral gives $4.0\times10^{-6}$ A/cm² at the lower field and $2.6\times10^{-2}$ A/cm² at the upper. The closed expression agrees with it within 0.3% over the range.

The midpoint is $X_m=0.325$ cm/MV and the half-width 0.075 cm/MV, so $r=0.231$. The predicted fit is

$$
B_{\rm fit}=61.83-\frac{3}{0.325}\left(1+\frac{0.231^2}{5}\right)
=52.5\ {\rm MV/cm},
$$

which is also the slope fitted to the full integral. The local slope falls from 54.3 to 49.8 MV/cm as the field rises, yet the coefficient of determination is 0.9999. The rms residual is 0.025 in $\ln J$, close to the leading estimate of 0.024.

Direct injection at 300 K, calculated with its full thermal supply, has an rms residual of 0.017 in the same window. Neither curve is perfectly straight. A scatter of a few per cent in the current is as large as either residual. More precise data could resolve the curvature, but the interpretation would then need a model of the curvature and not a test of straightness.

Reading the trap line as direct injection, with the correct mass, gives

$$
\phi_{\rm app}=\left(\frac{52.49}{30.55}\right)^{2/3}=1.43\ {\rm eV}.
$$

This is a believable number, but it is neither the cathode barrier of 2.2 eV nor the trap depth of 1.6 eV. It is below the trap depth because the prefactor has reduced the slope. A Fowler-Nordheim law with this barrier and a free area factor follows the trap current within 6.2% throughout the window.

Direct injection is present too, but it supplies little. Its ratio to the trap current is $7\times10^{-5}$ at the lower field and 0.044 at the upper. Adding it changes the apparent barrier by about 0.003 eV. Because this ratio varies as $1/N$ and rises with field, a cleaner film or a higher field can bring direct injection forward. With the present trap density and no image force, the two currents become equal near 5.4 MV/cm, a field at which many high-k films break down. Including the image force in the direct current, with the optical permittivity of 4 used at the end, raises the ratio at 4 MV/cm to about 0.145 and moves the crossing to about 4.8 MV/cm.

Now return to the new cathode. At 4 MV/cm, the mistaken reading raises the barrier from 1.435 to 1.535 eV and predicts a current ratio

$$
\frac{1.435}{1.535}\exp\left[-\frac{30.55(1.535^{3/2}-1.435^{3/2})}{4}\right]
\simeq0.23 .
$$

In the trap model the exponent is unchanged, and the barrier enters through the width of the energy window:

$$
\frac{w_c-2.3}{w_c-2.2}=\frac{0.240}{0.340}\simeq0.71 .
$$

The expected reduction of the trap current is 29%, not 77%. Adding the small direct current lowers the ratio to 0.685, or to 0.64 with the image force. At 2.5 MV/cm the same arithmetic gives 0.10 for the mistaken reading and still 0.71 for the trap model.

## Evidence beyond straightness

The intercept contains information that the slope does not. Here the matched law needs an effective emitting area of $1.6\times10^{-4}$ of the real area. If the area is known, this is evidence against uniform direct injection. Allowing the mass to vary does not rescue it. With the prefactor $A$ derived above, the slope fixes $m\phi^3$, while the intercept fixes $m\phi$, so their ratio fixes $\phi^2$. To absorb the missing area, $\phi$ would have to be multiplied by $\sqrt{1.6\times10^{-4}}$, which brings it down to about 0.02 eV, and the mass would have to rise to nearly $10^5m_0$. If the area factor is left free, this evidence is discarded. The factor is proportional to $N\nu$, which was chosen freely here. The one-dimensional well above has $\nu=2q\phi_t/\hbar\approx5\times10^{15}$ s$^{-1}$, and with this rate the factor would be about 0.08. A very small area factor argues against direct injection, but a factor near one does not exclude traps.

Changing the electrode is a more direct comparison, provided that the traps and the film stay the same. Raising $\phi_B$ from 2.2 to 2.3 eV changes the direct slope by 6.6 MV/cm. The emission-limited trap slope changes by 0.02 MV/cm. This contrast fades as $\phi_B$ approaches $w_c$, where capture begins to matter.

Weak temperature dependence does not select direct injection. At 2.5 MV/cm, heating from 300 to 400 K multiplies the direct current by 3.3, while the elastic trap current changes by less than 0.1%. The reason is visible in the integral: where the integrand has a plateau on both sides of $\phi_B$, the electrons gained below $\phi_B$ balance those lost above it.

That near-constancy belongs to the elastic model. If phonons raise the trapped electron by $\delta$, the competing exponent is

$$
-\frac{\delta}{kT}-\frac{b(\phi_t-\delta)^{3/2}}F .
$$

It is concave in $\delta$, so its derivative at $\delta=0$ decides whether excitation is favoured. That derivative is positive when

$$
F<\frac{3bkT\sqrt{\phi_t}}2,
$$

which is 1.5 MV/cm at 300 K. The example lies above this field, so excitation does not win the leading exponent. Phonons can still change the prefactor and the temperature dependence, and below the crossover the trap current needs a thermal-field emission model.

## Shallow traps and other limits

For shallow traps the roles reverse. If $\phi_B>w_c$ by more than the width of the crossover, capture limits the flow. With a cold cathode the integral starts at $\phi_B$, and the same linear expansion as before gives a width $d=2F/(3b\sqrt{\phi_B})$:

$$
J_{\rm t}\simeq\frac{qN\nu}{F}\,d\,
e^{-B_c/F},\qquad
B_c=b\left(\phi_B^{3/2}-\phi_t^{3/2}\right).
$$

The factor $F$ in $d$ cancels the $1/F$ in front. Thus $J_{\rm t}/F^2$ carries $F^{-2}$, and the local slope is $B_c-2F$. For $\phi_t=1.0$ eV and a nearly cold cathode, with $kT=1$ meV in place of the 300 K value, the full integral gives a fitted slope of 62.9 MV/cm, again with a coefficient of determination above 0.999. The apparent barrier of the trap current alone is $(62.9/30.55)^{2/3}=1.62$ eV. At this trap density direct injection is about as large as the trap current at 4 MV/cm, and the sum of the two reads 66.9 MV/cm and 1.69 eV. This current does respond to the cathode barrier, so an electrode-dependent slope does not by itself exclude traps.

The rate assumptions shift the number read from the plot. In the emission-limited example, multiplying the capture rate by 0.1 or 10 gives apparent barriers of 1.41 and 1.45 eV. If the common attempt rate is proportional to $F$, the current gains one power of field, the local slope becomes $B_t-2F$, and the apparent barrier is 1.49 eV. All three plots keep a coefficient of determination above 0.999.

Trapped charge also disturbs the assumed uniform field. At 2.5 MV/cm the filled traps amount to $1.4\times10^{11}$ cm$^{-2}$. For a relative permittivity of 20, the field step across them is $\Delta F=0.012$ MV/cm. At a fixed cathode field, which gives a larger effect than a fixed voltage, the associated shift in $\ln J$ is roughly $B_t\Delta F/F^2=0.12$. The filled sheet varies as $1/F$, so this shift varies as $F^{-3}$ and is about 0.03 at 4 MV/cm. The difference of 0.09, spread over 0.15 cm/MV, would alter the slope by about 0.6 MV/cm, or 1%. A much larger trap density would require the field and the occupation to be solved together.

An interfacial layer adds another condition: $F$ must be the field in the layer where the relevant tunnelling occurs, not the applied voltage divided by the total thickness. For the single film treated here, the slope can be used as a cathode barrier if the tunnelling mass is known and direct injection has been supported by the absolute current and by its response to the electrode and to temperature. Even then the cold-cathode formula needs a thermal correction: applied to the direct current calculated here at 300 K, it reads 2.135 eV instead of 2.2 eV. Among these tests the absolute current is essential: at 300 K the capture-limited current through the 1.0 eV traps responds to the electrode and to temperature almost as direct injection does. It is not sufficient, because a trap current with a large $N\nu$ can reach the same magnitude, and the comparison is good only to a factor of several. Conserving the transverse wave vector across the interface multiplies the direct current by $m/m_0$, here 0.2. The calculation must also include the image force. For a barrier of 2.2 eV and an optical permittivity of 4, this force hardly changes the slope but raises the direct current about threefold at 4 MV/cm.

## Values computed for the example and the checks

```
Cathode barrier, trap depth: 2.20, 1.60 eV
Tunnelling mass: 0.20 m0
Trap density: 1.0e+18 cm^-3
Attempt rate: 1.0e+13 s^-1
Thickness: 12.0 nm; permittivity: 20
Temperature: 300 K; kT: 0.02585 eV
Field range: 2.50 to 4.00 MV/cm
WKB constant b: 30.549 MV/cm per eV^1.5
Crossover energy wc: 2.5398 eV
Trap exponent Bt: 61.826 MV/cm
Direct exponent: 99.684 MV/cm
Trap J at low, high field: 3.956e-06, 2.632e-02 A/cm^2
Direct J at low, high field: 2.801e-10, 1.150e-03 A/cm^2
Direct/trap at low, high field: 7.079e-05, 4.371e-02
Trap FN slope, fit and formula: 52.486, 52.497 MV/cm
Trap local slope at low, high field: 54.321, 49.818 MV/cm
Trap R squared: 0.999883
Trap rms log residual, fit and formula: 0.0246, 0.0238
Direct 300 K FN slope: 95.298 MV/cm
Direct 300 K R squared: 0.999983; rms: 0.0172
Direct barrier read from 300 K slope: 2.135 eV
Total FN slope: 52.665 MV/cm; R squared: 0.999929
Barrier read from total: 1.438 eV
Barrier read from trap current: 1.435 eV
Apparent area fraction: 1.624e-04
Largest error of matched FN law: 6.18 %
Apparent barrier, capture x0.1, x10: 1.411, 1.447 eV
Apparent barrier, attempt rate linear in F: 1.491 eV
Shallow trap depth: 1.00 eV
Capture-limited slope, fit and formula: 62.878, 62.916 MV/cm
Changed cathode barrier: 2.30 eV
Slope change, trap and direct: 0.017, 6.613 MV/cm
J(400 K)/J(300 K) at low field, trap and direct: 1.0000, 3.280
Thermal crossover field at 300 K: 1.498 MV/cm
Exact zero-range decay slope: 61.619 MV/cm
Exact/WKB width at low, high field: 0.9540, 0.9248
Largest position-sum error: 7.29e-13
Largest closed-current error: 0.23 %
Largest cold FN-law error: 3.66 %
Filled trap sheet at low field: 1.358e+11 cm^-2
Neglected trap-charge field jump: 0.0123 MV/cm
Estimated trap-charge shift of ln J: 0.122
Bound on omitted anode-side trap share: 7.42e-08
```
